# Meyer capacitances close the gate charge but not source and drain: test program

```python
"""Meyer gate capacitances and charge conservation in a thin-film transistor.

Result under test: capacitors C_GS = dQ_G/dV_GS and C_GD = dQ_G/dV_GD close the
gate charge over a voltage cycle but leave equal and opposite false charges at
source and drain. The drain value is minus the area integral of d2Q_G/da db.
Terminal charge functions, and the continuity equation itself, leave none.

Symbols: a, b = gate overdrive at source and drain (V); u = local overdrive;
x = position / channel length; mobility ~ u**gamma; m = 2 + gamma.
Charges divided by the full channel capacitance C are in volts.
Currents and charges are counted positive into a terminal.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

# Rough typical parameters of an amorphous In-Ga-Zn-O transistor
width, length, t_ox = 50e-6, 10e-6, 100e-9
eps_ox, mu_ref, u_ref, gamma = 3.9, 10e-4, 10.0, 0.25
v_gate, v_thr, v_mid, amp, freq = 10.0, 1.0, 4.0, 3.0, 1e5
temperature = 300.0
m = 2 + gamma
a0 = v_gate - v_thr - v_mid
lo, hi = a0 - amp, a0 + amp
c_area = eps_ox * const.epsilon_0 / t_ox
C = width * length * c_area
rate = mu_ref / (length**2 * u_ref**gamma)

nodes, weights = leggauss(80)
xg, wg = (nodes + 1) / 2, weights / 2


def profile(a, b, x, p=m):
    return (a**p - (a**p - b**p) * x)**(1 / p)


def gate_charge(a, b, p=m):
    return p / (p + 1) * (a**(p + 1) - b**(p + 1)) / (a**p - b**p)


def drain_charge(a, b, p=m):
    d = a**p - b**p
    return -p / d**2 * (a**p * (a**(p + 1) - b**(p + 1)) / (p + 1)
                        - (a**(2 * p + 1) - b**(2 * p + 1)) / (2 * p + 1))


def derivatives(a, b):
    """dQ_G/da, dQ_G/db, dQ_D/da, dQ_D/db, all divided by C."""
    a = np.asarray(a, float)[..., None]
    b = np.asarray(b, float)[..., None]
    u = profile(a, b, xg)
    ra, rb = (a / u)**(m - 1), (b / u)**(m - 1)
    return (((1 - xg) * ra) @ wg, (xg * rb) @ wg,
            -(xg * (1 - xg) * ra) @ wg, -(xg**2 * rb) @ wg)


def mixed_derivative(a, b):
    a = np.asarray(a, float)[..., None]
    b = np.asarray(b, float)[..., None]
    u = profile(a, b, xg)
    return (-(m - 1) * (a * b)**(m - 1) * xg * (1 - xg)
            * u**(1 - 2 * m)) @ wg


# Closed forms against quadrature and finite differences
for a, b in [(8.0, 2.0), (3.0, 6.5), (7.0, 4.0)]:
    qg = quad(lambda x: profile(a, b, x), 0, 1)[0]
    qd = -quad(lambda x: x * profile(a, b, x), 0, 1)[0]
    assert abs(qg - gate_charge(a, b)) < 1e-8
    assert abs(qd - drain_charge(a, b)) < 1e-8
    h = 1e-4
    numeric = [(f(a + h * da, b + h * db) - f(a - h * da, b - h * db)) / (2 * h)
               for f in (gate_charge, drain_charge)
               for da, db in ((1, 0), (0, 1))]
    assert np.allclose(numeric, derivatives(a, b), atol=1e-6)
    h = 1e-2
    cross = (gate_charge(a + h, b + h) - gate_charge(a + h, b - h)
             - gate_charge(a - h, b + h) + gate_charge(a - h, b - h)) / (4*h*h)
    assert abs(cross - mixed_derivative(a, b)) < 1e-5

# Circular cycle: source and drain sinusoids a quarter period apart
theta = 2 * np.pi * np.arange(400) / 400
a_c, b_c = a0 + amp * np.cos(theta), a0 + amp * np.sin(theta)
da_c, db_c = -amp * np.sin(theta), amp * np.cos(theta)
cgs, cgd, qda, qdb = derivatives(a_c, b_c)
loop = 2 * np.pi
meyer_d = -loop * np.mean(cgd * db_c)
meyer_s = -loop * np.mean(cgs * da_c)
meyer_g = loop * np.mean(cgs * da_c + cgd * db_c)
model_d = loop * np.mean(qda * da_c + qdb * db_c)
r = amp * xg
area_int = sum(wr * amp * rr * loop * np.mean(mixed_derivative(
    a0 + rr * np.cos(theta), a0 + rr * np.sin(theta)))
    for rr, wr in zip(r, wg))
small_loop = (m - 1) * np.pi * amp**2 / (6 * a0)
assert abs(meyer_d + area_int) < 1e-8
assert abs(meyer_g) < 1e-9 and abs(model_d) < 1e-9
assert meyer_d > 0.1
tiny = 0.05
tiny_cgd = derivatives(a0 + tiny*np.cos(theta), a0 + tiny*np.sin(theta))[1]
tiny_q = -loop * np.mean(tiny_cgd * tiny * np.cos(theta))
assert abs(tiny_q / ((m - 1) * np.pi * tiny**2 / (6 * a0)) - 1) < 1e-3

# Square cycle: edge-by-edge integral against the corner formula
square = 2 * gate_charge(hi, lo) - hi - lo
edges = -(quad(lambda b: float(derivatives(hi, b)[1]), lo, hi)[0]
          - quad(lambda b: float(derivatives(lo, b)[1]), lo, hi)[0])
assert abs(square - edges) < 1e-7
assert abs(2 * gate_charge(hi, lo, 1.0) - hi - lo) < 1e-12

# Time stepping with the capacitance taken at the start of each step
stepped = {}
for n in (100, 200, 400):
    th = 2 * np.pi * np.arange(n + 1) / n
    a, b = a0 + amp * np.cos(th), a0 + amp * np.sin(th)
    c1, c2 = derivatives(a[:-1], b[:-1])[:2]
    stepped[n] = (np.sum(c1 * np.diff(a) + c2 * np.diff(b)),
                  -np.sum(c2 * np.diff(b)))
assert abs(stepped[200][0] / stepped[400][0] - 2) < 0.1
assert abs(stepped[400][1] / meyer_d - 1) < 0.03

# Chebyshev collocation of the time-dependent continuity equation
N = 30
j = np.arange(N + 1)
xc = np.cos(np.pi * j / N)
cc = np.where((j == 0) | (j == N), 2.0, 1.0) * (-1.0)**j
D = np.outer(cc, 1 / cc) / (xc[:, None] - xc[None, :] + np.eye(N + 1))
D -= np.diag(D.sum(axis=1))
D *= -2
z = (1 - xc) / 2
u_test = profile(7.0, 3.0, z)
flux_test = -u_test**(m - 1) * (D @ u_test)
assert np.allclose(flux_test, (7.0**m - 3.0**m) / m, rtol=1e-6)


def drive(s):
    return (a0 + amp * np.cos(2*np.pi*s), a0 + amp * np.sin(2*np.pi*s))


def solve_channel(period):
    """Cycle charge at the drain beyond transport, and waveform errors."""
    scale = rate * period

    def capacitive_flux(s, inner):
        a, b = drive(s)
        u = np.concatenate(([a], inner, [b]))
        flux = -scale * u**(m - 1) * (D @ u)
        return flux, flux[-1] - scale * (a**m - b**m) / m

    def rhs(s, y):
        flux, extra = capacitive_flux(s, y[:-1])
        return np.append(-(D @ flux)[1:-1], extra)

    start = np.append(profile(*drive(0.0), z)[1:-1], 0.0)
    options = dict(method="Radau", rtol=1e-9, atol=1e-10)
    settle = solve_ivp(rhs, (0, 2), start, **options)
    assert settle.success
    y = settle.y[:, -1].copy()
    y[-1] = 0.0
    run = solve_ivp(rhs, (2, 3), y, **options)
    assert run.success
    true = np.array([capacitive_flux(s, col[:-1])[1]
                     for s, col in zip(run.t, run.y.T)])
    a, b = drive(run.t)
    va = -2 * np.pi * amp * np.sin(2 * np.pi * run.t)
    vb = 2 * np.pi * amp * np.cos(2 * np.pi * run.t)
    _, c_gd, d_a, d_b = derivatives(a, b)
    norm = np.sqrt(np.mean(true**2))
    err_charge = np.sqrt(np.mean((d_a * va + d_b * vb - true)**2)) / norm
    err_meyer = np.sqrt(np.mean((-c_gd * vb - true)**2)) / norm
    return run.y[-1, -1], err_charge, err_meyer


channel = {p: solve_channel(p) for p in (0.05e-6, 1e-6, 4e-6)}
for extra, _, _ in channel.values():
    assert abs(extra) < 5e-3 * meyer_d
assert channel[4e-6][1] < 0.03
assert channel[4e-6][1] < 0.4 * channel[1e-6][1]
assert channel[4e-6][2] > 0.2

# Capacitance coefficients at equal source and drain voltage
eq = [float(v) for v in derivatives(a0, a0)]
c_dg, c_ds = -(eq[2] + eq[3]), eq[2]
assert abs(c_dg - eq[1]) < 1e-10 and abs(c_ds + 1 / 6) < 1e-10

# Sizes of neglected effects
phi_t = const.k * temperature / const.e


def gate_charge_diffusion(a, b):
    def weight(u):
        return u**gamma * (u + phi_t)
    return (quad(lambda u: u * weight(u), b, a)[0] / quad(weight, b, a)[0])


square_diff = 2 * gate_charge_diffusion(hi, lo) - hi - lo
current = C * rate * (a_c**m - b_c**m) / m
transport_dc = np.mean(current)
peak = np.max(np.abs(current))
assert abs(transport_dc) < 1e-9 * peak
power = np.mean(current * (a_c - b_c))
k_glass, contact_rw, overlap = 1.1, 0.10, 3e-6
heating = power / (4 * k_glass * np.sqrt(width * length / np.pi))
contact_drop = peak * contact_rw / width
field = (hi + v_thr) / t_ox
barrier, m_ox, m_ch = 3.3 * const.e, 0.42 * const.m_e, 0.34 * const.m_e
fn_exponent = (4 * np.sqrt(2 * m_ox) * barrier**1.5
               / (3 * const.e * const.hbar) / field)
density = c_area * hi / const.e
fermi = density * np.pi * const.hbar**2 / m_ch / const.e
u_min = np.minimum(a_c, b_c)
lateral = np.max(np.abs(a_c**m - b_c**m) / (m * u_min**m)) * t_ox / length
trap_charge = const.e * 1e15 * width * length
pc = C * 1e12

print(f"channel width, length: {width*1e6:.0f}, {length*1e6:.0f} um")
print(f"oxide thickness: {t_ox*1e9:.0f} nm; permittivity {eps_ox}")
print(f"mobility at {u_ref:.0f} V overdrive: {mu_ref*1e4:.0f} cm2/Vs")
print(f"mobility exponent gamma: {gamma}; m: {m}")
print(f"gate, threshold voltage: {v_gate:.0f}, {v_thr:.0f} V")
print(f"source/drain mean, amplitude: {v_mid:.0f}, {amp:.0f} V")
print(f"overdrive centre, min, max: {a0:.0f}, {lo:.0f}, {hi:.0f} V")
print(f"frequency: {freq/1e3:.0f} kHz")
print(f"oxide capacitance: {c_area*1e5:.2f} nF/cm2")
print(f"channel capacitance C: {pc:.4f} pF")
print(f"Meyer circle, drain charge/C: {meyer_d:.5f} V")
print(f"minus area integral/C: {-area_int:.5f} V")
print(f"small-loop estimate/C: {small_loop:.5f} V")
print(f"Meyer circle, drain charge: {meyer_d*pc:.4f} pC")
print(f"Meyer circle, source charge: {meyer_s*pc:.4f} pC")
print(f"Meyer circle, gate charge: {meyer_g*pc:.1e} pC")
print(f"charge model, drain charge: {model_d*pc:.1e} pC")
print(f"false charge in electrons: {meyer_d*C/const.e:.3e}")
print(f"false dc drain current: {meyer_d*C*freq*1e9:.2f} nA")
print(f"peak transport current: {peak*1e6:.2f} uA")
print(f"square: Q_G(max,min)/C: {gate_charge(hi, lo):.5f} V")
print(f"square: drain charge/C: {square:.5f} V")
print(f"square: drain charge: {square*pc:.4f} pC")
for g in (0.0, 0.5):
    q = 2 * gate_charge(hi, lo, 2 + g) - hi - lo
    print(f"square with gamma {g}: {q*pc:.4f} pC")
for n, (g, d) in stepped.items():
    print(f"{n} steps: gate {g*pc:.5f}, drain {d*pc:.5f} pC")
for p, (q, e1, e2) in channel.items():
    print(f"continuity, period {p*1e6:.2f} us: excess drain {q*pc:.1e} pC")
    print(f"  rms error: charge model {100*e1:.2f} %, Meyer {100*e2:.1f} %")
print(f"equal bias C_GD/C, C_DG/C: {eq[1]:.4f}, {c_dg:.4f}")
print(f"equal bias C_DS/C, charge model: {c_ds:.4f} (Meyer: none)")
print(f"temperature: {temperature:.0f} K; kT/e: {phi_t*1e3:.1f} mV")
print(f"diffusion changes square charge by {100*(square_diff/square-1):.2f} %")
print(f"contact resistance x width: {contact_rw*100:.0f} ohm cm (rough)")
print(f"peak contact drop: {contact_drop*1e3:.0f} mV")
print(f"mean power: {power*1e6:.1f} uW; heating on glass: {heating:.2f} K")
print(f"largest oxide field: {field/1e8:.2f} MV/cm")
print(f"tunnelling factor: exp(-{fn_exponent:.0f})")
print(f"largest sheet density: {density/1e4:.2e} cm^-2")
print(f"band filling at that density: {fermi*1e3:.1f} meV")
print(f"largest lateral/vertical field ratio: {lateral:.3f}")
print(f"overlap {overlap*1e6:.0f} um: {c_area*width*overlap*1e12:.4f} pF a side")
print(f"charge in 1e11 cm^-2 slow traps: {trap_charge*1e12:.4f} pC")
print("every check passed")
```

Output:

```
channel width, length: 50, 10 um
oxide thickness: 100 nm; permittivity 3.9
mobility at 10 V overdrive: 10 cm2/Vs
mobility exponent gamma: 0.25; m: 2.25
gate, threshold voltage: 10, 1 V
source/drain mean, amplitude: 4, 3 V
overdrive centre, min, max: 5, 2, 8 V
frequency: 100 kHz
oxide capacitance: 34.53 nF/cm2
channel capacitance C: 0.1727 pF
Meyer circle, drain charge/C: 1.14723 V
minus area integral/C: 1.14723 V
small-loop estimate/C: 1.17810 V
Meyer circle, drain charge: 0.1981 pC
Meyer circle, source charge: -0.1981 pC
Meyer circle, gate charge: 0.0e+00 pC
charge model, drain charge: 3.9e-17 pC
false charge in electrons: 1.236e+06
false dc drain current: 19.81 nA
peak transport current: 34.55 uA
square: Q_G(max,min)/C: 5.73053 V
square: drain charge/C: 1.46105 V
square: drain charge: 0.2523 pC
square with gamma 0.0: 0.2072 pC
square with gamma 0.5: 0.2944 pC
100 steps: gate -0.01378, drain 0.20483 pC
200 steps: gate -0.00689, drain 0.20149 pC
400 steps: gate -0.00344, drain 0.19979 pC
continuity, period 0.05 us: excess drain 1.5e-08 pC
  rms error: charge model 32.91 %, Meyer 57.4 %
continuity, period 1.00 us: excess drain 1.1e-09 pC
  rms error: charge model 2.40 %, Meyer 74.1 %
continuity, period 4.00 us: excess drain 1.1e-09 pC
  rms error: charge model 0.61 %, Meyer 75.8 %
equal bias C_GD/C, C_DG/C: 0.5000, 0.5000
equal bias C_DS/C, charge model: -0.1667 (Meyer: none)
temperature: 300 K; kT/e: 25.9 mV
diffusion changes square charge by -0.39 %
contact resistance x width: 10 ohm cm (rough)
peak contact drop: 69 mV
mean power: 66.3 uW; heating on glass: 1.19 K
largest oxide field: 0.90 MV/cm
tunnelling factor: exp(-295)
largest sheet density: 1.72e+12 cm^-2
band filling at that density: 12.1 meV
largest lateral/vertical field ratio: 0.039
overlap 3 um: 0.0518 pF a side
charge in 1e11 cm^-2 slow traps: 0.0801 pC
every check passed
```
